# Does the impurity phase shift count n_d or the total displaced charge?

## Question

I learned the Friedel sum rule for the Anderson impurity model as $\delta=\pi n_d$ per spin, where $\delta$ is the phase shift at the Fermi level and $n_d$ the impurity occupation. I took this to hold for every bath.

I then tried a case with no interaction at all. The level sits at $\epsilon_d=-\Gamma$, and the hybridization function is a Lorentzian of half-width $W=\Gamma$,

$$\Delta(\omega)=\frac{\Gamma W}{\omega+iW}.$$

At the Fermi level, $\omega=0$, this gives $\Delta(0)=-i\Gamma$, and the phase shift is $\delta/\pi=0.750$. Integrating the impurity spectral function up to the Fermi level gives $n_d=0.838$. The integral is converged. What does the phase shift count, if not $n_d$? And does the answer change with interactions, or in DMFT, where the bath is never flat?

## Answer

Both of your numbers are right. Without interaction, and in an interacting Fermi liquid at $T=0$, the phase shift counts the charge that the impurity displaces in the whole system, and part of that charge sits in the bath. The bath part drops out for a flat, infinitely wide band, which is where $\delta=\pi n_d$ comes from. Your bath has structure on the scale $\Gamma$, so it does not drop out.

### Setting and conventions

The Hamiltonian is

$$H=\sum_\sigma\epsilon_d d_\sigma^\dagger d_\sigma+Un_\uparrow n_\downarrow+\sum_{k\sigma}\left[\epsilon_kc_{k\sigma}^\dagger c_{k\sigma}+V_k(d_\sigma^\dagger c_{k\sigma}+\text{h.c.})\right],$$

with real $V_k$. I take $T=0$, the Fermi level at $\omega=0$, and a spin-symmetric state. All charges are electron numbers per spin unless I say otherwise. The retarded impurity Green function is

$$G(\omega)=\frac{1}{\omega-\epsilon_d-\Delta(\omega)-\Sigma(\omega)},\qquad \Delta(\omega)=\sum_k\frac{V_k^2}{\omega-\epsilon_k+i0},$$

where $\Sigma$ includes the Hartree term. A prime means $d/d\omega$. The occupation is

$$n_d=-\frac1\pi\,\mathrm{Im}\int_{-\infty}^0G\,d\omega .$$

The phase shift is defined by $\delta=\pi-\arg[1/G(0)]$. Suppose $\mathrm{Im}\,\Sigma(0)=0$, as in a Fermi liquid, and write

$$E=\epsilon_d+\mathrm{Re}\,\Delta(0)+\mathrm{Re}\,\Sigma(0),\qquad \Gamma_0=-\mathrm{Im}\,\Delta(0)>0 .$$

Then $1/G(0)=-E+i\Gamma_0$. Its argument is $\pi-\delta$, so $\cot(\pi-\delta)=-E/\Gamma_0$, that is, $\cot\delta=E/\Gamma_0$. In your case $E/\Gamma_0=-1$ and $\delta=3\pi/4$.

### The charge displaced in the bath

Let $G_{kk}$ be the Green function of bath orbital $k$ with the impurity present, and $g_k=1/(\omega-\epsilon_k+i0)$ the one without it. The commutator $[c_k,H]=\epsilon_kc_k+V_kd$ contains no $U$, because the interaction acts on the impurity alone. The equation of motion for $c_k$ is therefore

$$(\omega-\epsilon_k)G_{kk}=1+V_kG_{dk}.$$

Differentiating $G_{dk}$ with respect to the time of $c_k^\dagger$ gives

$$(\omega-\epsilon_k)G_{dk}=V_kG,$$

without a constant term, since $d$ and $c_k^\dagger$ anticommute. Inserting the second equation into the first,

$$G_{kk}-g_k=\frac{V_k^2}{(\omega-\epsilon_k+i0)^2}\,G .$$

Now sum over $k$. Since $\Delta'=-\sum_kV_k^2/(\omega-\epsilon_k+i0)^2$, the sum is $-G\Delta'$. The change in bath charge is $-1/\pi$ times the imaginary part of its integral over the filled states, and the two minus signs cancel:

$$\boxed{\Delta N_{\rm bath}=\frac1\pi\,\mathrm{Im}\int_{-\infty}^0G\,\Delta'\,d\omega}$$

This is the bath charge with the impurity minus that of the bare bath at the same Fermi level. The formula holds with interactions, provided $G$ is the interacting function.

### What the phase shift counts

From $1/G=\omega-\epsilon_d-\Delta-\Sigma$ it follows that

$$\frac{d}{d\omega}\ln\frac1G=G\,(1-\Delta'-\Sigma').$$

Integrate from $-\infty$ to $0$ and take the imaginary part. The left side becomes the change in $\arg(1/G)$. The imaginary part of $1/G$ is never negative, because $-\mathrm{Im}\,\Delta$ and $-\mathrm{Im}\,\Sigma$ are not, so the argument stays between $0$ and $\pi$ and no multiple of $2\pi$ can enter. At $\omega\to-\infty$, $1/G\approx\omega$ is negative and the argument is $\pi$. At $\omega=0$ it is $\pi-\delta$. Hence

$$\mathrm{Im}\int_{-\infty}^0G\,(1-\Delta'-\Sigma')\,d\omega=(\pi-\delta)-\pi=-\delta .$$

Multiplying by $-1/\pi$ and recognizing the first two terms,

$$n_d+\Delta N_{\rm bath}+I_L=\frac\delta\pi,\qquad I_L=\frac1\pi\,\mathrm{Im}\int_{-\infty}^0G\,\Sigma'\,d\omega .$$

Without interactions $\Sigma=0$ and $I_L=0$, so

$$\boxed{\frac\delta\pi=n_d+\Delta N_{\rm bath}}$$

The same rule holds for an interacting Fermi liquid if the Luttinger integral $I_L$ vanishes.

### Why the Luttinger integral vanishes in a Fermi liquid

The function $G\Sigma'$ is analytic in the upper half-plane and falls off as $\omega^{-3}$. The path from $-\infty$ to $0$ can therefore be turned onto the positive imaginary axis:

$$\int_{-\infty}^0G\Sigma'\,d\omega=-i\int_0^\infty G(i\nu)\Sigma'(i\nu)\,d\nu .$$

The values at $i\nu$ and $-i\nu$ are complex conjugates, so taking the imaginary part gives

$$I_L=-\int_{-\infty}^{\infty}\frac{d\nu}{2\pi}\,G(i\nu)\Sigma'(i\nu),\qquad \Sigma'(i\nu)=-i\frac{d\Sigma(i\nu)}{d\nu}.$$

Assume that the state is connected continuously to $U=0$, so that $\Sigma$ can be derived from a functional $\Phi[G]$, the sum of closed skeleton diagrams. A small change of $G$ changes $\Phi$ by an amount proportional to $\int d\nu\,\Sigma\,\delta G$, summed over spin. Shift the frequencies of all lines by the same small $\eta$. Each interaction vertex has two incoming and two outgoing lines, so frequency conservation is unaffected. At $T=0$ the frequencies are continuous integration variables, so $\Phi$ does not change. With $\delta G=\eta\,dG/d\nu$, and both spins equal,

$$0=\int_{-\infty}^{\infty}d\nu\,\Sigma\,\frac{dG}{d\nu}=-\int_{-\infty}^{\infty}d\nu\,G\,\frac{d\Sigma}{d\nu}.$$

The boundary term of the partial integration vanishes because $G\sim1/(i\nu)$ while $\Sigma$ stays finite. At $\nu=0$, $G$ jumps, and $dG/d\nu$ contains a delta function. Its weight is well defined because $\Sigma$ is continuous there, which is where $\mathrm{Im}\,\Sigma(0)=0$ is needed. So $I_L=0$.

The assumption of continuity matters. Take an isolated level, $V_k=0$, with $-U/2<\epsilon_d<0$. It holds one electron, a free spin, and averaging over the two spin directions gives $n_d=1/2$ and

$$G(\omega)=\frac{1/2}{\omega-\epsilon_d}+\frac{1/2}{\omega-\epsilon_d-U}.$$

At $\omega=0$ the first term, $1/(2|\epsilon_d|)$, is positive and larger in size than the second, so $G(0)>0$ and $\delta/\pi=1$. There is no bath charge, hence $I_L=1/2$. In this spin-averaged state the sum rule fails: $\delta/\pi=1$ equals neither $n_d$ nor $n_d+\Delta N_{\rm bath}$. If the spin is instead fixed to point up, then $G_\uparrow=1/(\omega-\epsilon_d)$ and $G_\downarrow=1/(\omega-\epsilon_d-U)$, which give $\delta/\pi=1$ and $0$, equal to the occupations of the two spins.

### Your example, and the way back to $\delta=\pi n_d$

For your Lorentzian, $\Delta(0)=-i\Gamma$ whatever the value of $W$. With $U=0$ and $\epsilon_d=-\Gamma$ the phase shift is thus fixed at $\delta/\pi=0.750$ while the bandwidth varies. The charges are not fixed:

| $W/\Gamma$ | $n_d$ | $\Delta N_{\rm bath}$ |
|---:|---:|---:|
| 0.25 | 0.909 | −0.159 |
| 1 | 0.838 | −0.088 |
| 4 | 0.787 | −0.037 |
| 20 | 0.760 | −0.010 |
| 1000 | 0.750 | −0.000 |

Each row adds up to $0.750$. For $W=\Gamma$ the sum is $0.838-0.088=0.750$, which accounts for your discrepancy. The value of $\Delta$ at the Fermi level fixes the phase shift here, whereas $n_d$ depends on $\Delta$ at all filled energies. At $U=0$, baths with the same $\Delta(0)$ therefore share the phase shift but not the occupation, so $\delta$ does not give $n_d$ unless the rest of $\Delta(\omega)$ is known. With interaction the phase shift is not shared either, because $\Sigma(0)$ depends on the whole bath: for $U=2\Gamma$ and $\epsilon_d=-2.5\,\Gamma$, the second-order approximation used below gives $\delta/\pi=0.689$ at $W=\Gamma/4$ and $0.737$ at $W=20\,\Gamma$.

The bath charge can also be found without Green functions. I diagonalized a bath of 1200 levels with and without the impurity, for $W=\Gamma$, and counted the electrons in both cases at the small temperature $k_BT=0.01\,\Gamma$. The bath lost $0.088$ electrons.

The approach to the flat band follows from the formula. Here $\Delta'=-\Gamma W/(\omega+iW)^2$. With $u=\omega/W$,

$$\Delta N_{\rm bath}=-\frac{\Gamma}{\pi W}\,\mathrm{Im}\int_{-\infty}^0\frac{G\,d\omega}{(u+i)^2},\qquad \frac1{(u+i)^2}=\frac{u^2-1-2iu}{(u^2+1)^2}.$$

Let $W\gg\Gamma,|\epsilon_d|$, and keep the leading order. The imaginary part of the integral has two pieces:

- $\mathrm{Im}\,G$ is concentrated at $|\omega|\ll W$, where its factor $(u^2-1)/(u^2+1)^2$ is $-1$. As $\int_{-\infty}^0\mathrm{Im}\,G\,d\omega=-\pi n_d$, this piece gives $+\pi n_d$.
- $\mathrm{Re}\,G$ carries the factor $-2u/(u^2+1)^2$, which suppresses small $|\omega|$. In the region that counts, $\mathrm{Re}\,G\approx1/\omega$, and this piece gives $-2\int_{-\infty}^0du/(u^2+1)^2=-\pi/2$.

Together,

$$\Delta N_{\rm bath}\approx-\frac{\Gamma}{W}\left(n_d-\frac12\right)\qquad(U=0,\ W\gg\Gamma,|\epsilon_d|).$$

At $W=1000\,\Gamma$ the computed $\Delta N_{\rm bath}W/\Gamma$ is $-0.247$, against $-0.250$ from this estimate. At $W=\Gamma$ the estimate would give $-0.338$ instead of $-0.088$, so it must not be used there.

The bath term also vanishes at particle-hole symmetry, meaning a symmetric bath and $\epsilon_d=-U/2$. Then $n_d=1/2$, and $E=0$ gives $\delta=\pi/2$, so nothing is left for the bath. A check made at this symmetric point therefore cannot tell the two versions of the rule apart. Half filling alone is not enough for this: with an asymmetric bath, $n_d=1/2$ does not force $E=0$.

### With interactions

Keep $W=\Gamma$ and take $U=2\Gamma$, $\epsilon_d=-2.5\,\Gamma$. I used self-consistent second-order perturbation theory: the Hartree term plus the second-order skeleton diagram, evaluated with the full $G$. This leaves out all higher skeleton diagrams, so the occupations are those of the approximation. It does derive from a $\Phi$, however, and so it must obey the sum rule.

The result is $\mathrm{Re}\,\Sigma(0)=1.706\,\Gamma$, with $\mathrm{Im}\,\Sigma(0)$ zero to numerical accuracy. Then

$$\cot\delta=\frac{-2.5+1.706}{1}=-0.794,\qquad \frac\delta\pi=0.714 .$$

The separately integrated charges are $n_d=0.793$ and $\Delta N_{\rm bath}=-0.079$, with sum $0.714$. For both spins together, the impurity holds $1.585$ electrons while the phase shift counts $1.427$.

The difference matters when $n_d$ is used to predict a low-energy quantity. The impurity spectral function at the Fermi level is

$$A_d(0)=-\frac1\pi\mathrm{Im}\frac1{-E+i\Gamma_0}=\frac1\pi\frac{\Gamma_0}{E^2+\Gamma_0^2}=\frac{\sin^2\delta}{\pi\Gamma_0},$$

where the last step uses $\sin^2\delta=1/(1+\cot^2\delta)$. Here $\pi\Gamma_0A_d(0)=0.613$. Putting $\pi n_d$ in place of $\delta$ gives $0.368$, which is 40% below the value computed in the same approximation.

A small system shows the division of charge without any approximation to the interaction. I diagonalized an impurity with $U=2$ and $\epsilon_d=-0.8$ (in one model unit of energy) coupled to five bath levels, two of them below the Fermi level. The ground state has three electrons of each spin. The displaced charge per spin is thus $3-2=1$, shared as $n_d=0.474$ and $\Delta N_{\rm bath}=0.526$. The bath gains charge this time, so the sign of the bath term is not universal. A discrete bath has $\Gamma_0=0$, and $\cot\delta$ is no longer useful, but the definition through $\arg[1/G(0)]$ still works: $G(0)$ is real and positive, so $\delta/\pi=1$. The phase shift counts one electron, although less than half of it is on the impurity.

### In DMFT

On the Bethe lattice with infinite connectivity and half-bandwidth $2t$, the DMFT condition is $\Delta=t^2G$. The bath integrand is then a total derivative, and since $G(-\infty)=0$,

$$\Delta N_{\rm bath}=\frac{t^2}{\pi}\,\mathrm{Im}\int_{-\infty}^0GG'\,d\omega=\frac{t^2}{2\pi}\,\mathrm{Im}\,G(0)^2 .$$

To find $G(0)$, set $\zeta=-\epsilon_d-\Sigma(0)$, which is real in the Fermi liquid. The equation $1/G=\zeta-t^2G$ becomes

$$t^2G^2-\zeta G+1=0 .$$

In the metal $|\zeta|<2t$, and the two roots are complex conjugates with product $1/t^2$. Hence $|G(0)|=1/t$. The phase of $G(0)$ is minus that of $1/G(0)$, so $G(0)=e^{i(\delta-\pi)}/t$ and $G(0)^2=e^{2i\delta}/t^2$. This gives $\Delta N_{\rm bath}=\sin(2\delta)/(2\pi)$ and

$$\boxed{n_d=\frac\delta\pi-\frac{\sin2\delta}{2\pi}}$$

For $0<\delta<\pi$ the sine vanishes only at $\delta=\pi/2$. In this metal, $\delta=\pi n_d$ is therefore true at half filling and nowhere else.

The formula is the Luttinger count of the lattice. The sum of the two roots is $2\,\mathrm{Re}\,G(0)=\zeta/t^2$, and $\mathrm{Re}\,G(0)=-\cos\delta/t$, so $\zeta=-2t\cos\delta$. Fill the semicircular density of states up to $\zeta$, substituting $e=-2t\cos\theta$:

$$\int_{-2t}^{\zeta}\frac{\sqrt{4t^2-e^2}}{2\pi t^2}\,de=\frac2\pi\int_0^\delta\sin^2\theta\,d\theta=\frac\delta\pi-\frac{\sin2\delta}{2\pi}=n_d .$$

For $U=2t$ and $\epsilon_d=-2.5\,t$, the same second-order approximation gives $\mathrm{Re}\,\Sigma(0)=1.645\,t$, so $\zeta=(2.5-1.645)\,t=0.855\,t$. (The finite frequency grid of the program prints $1.6444\,t$, about $0.0002\,t$ below the converged value.) The phase shift is $\delta/\pi=0.641$ and the bath term is $-0.123$. The formula gives $n_d=0.641+0.123=0.764$, which agrees with the integrated spectral function. The electron number per lattice site is $2n_d=1.53$, not $2\delta/\pi=1.28$. The bath in this count is the auxiliary bath of the impurity problem, so its displaced charge must not be added to the filling of the lattice.

So, to get $n_d$ from a phase shift, subtract $\Delta N_{\rm bath}$ first, and make sure that the state is a Fermi liquid at $T=0$ connected continuously to $U=0$ ($\mathrm{Im}\,\Sigma(0)=0$ alone is not enough, as the isolated level shows). The numerical check computes the numbers for the Lorentzian bath, the five-level bath and the Bethe lattice, and checks the sum rule in each of them. The isolated level is worked by hand above and is not in the program.

## Computed values

```
U=0: level = -1.00 Gamma, delta/pi = 0.75000
  W =    0.25 Gamma: n_d = 0.90879, dN_bath = -0.15879
  W =    1.00 Gamma: n_d = 0.83786, dN_bath = -0.08786
  W =    4.00 Gamma: n_d = 0.78653, dN_bath = -0.03653
  W =   20.00 Gamma: n_d = 0.76009, dN_bath = -0.01009
  W = 1000.00 Gamma: n_d = 0.75025, dN_bath = -0.00025
  dN_bath*W/Gamma at W = 1000 Gamma: -0.2469; -(n_d-1/2) = -0.2502
  symmetric level 0, W = 1 Gamma: n_d = 0.50000, |dN_bath| = 0.00000
Direct count, 1200 bath levels, W = 1 Gamma, kT = 0.01 Gamma:
  n_d = 0.83786, dN_bath = -0.08780, sum = 0.75005
Exact diagonalization, 6 orbitals (energies in one model unit):
  level = -0.8, U = 2.0, bath levels = [-1.5  -0.7   0.05  0.8   1.6 ]
  couplings = [0.4 0.4 0.5 0.4 0.4]
  ground state: 3 up + 3 down electrons, gap to other sectors = 0.2765
  n_d = 0.47410, dN_bath counted = 0.52590, from G*dDelta/dw = 0.52590
  delta/pi = 1, |Luttinger integral| = 3.8e-14
Interacting impurity, W = 1 Gamma: level = -2.5 Gamma, U = 2.0 Gamma
  Re Sigma(0) = 1.7056 Gamma, |Im Sigma(0)| = 1.4e-07 Gamma
  n_d = 0.7925, dN_bath = -0.0789, sum = 0.7136
  delta/pi = 0.7137, |Luttinger integral| = 6.7e-05
  both spins: 2 n_d = 1.5850, 2 delta/pi = 1.4274
  pi*Gamma(0)*A_d(0) = 0.6131, sin^2(delta) = 0.6131, sin^2(pi n_d) = 0.3680
DMFT metal, Bethe lattice: level = -2.5 t, U = 2.0 t
  Re Sigma(0) = 1.6444 t, |Im Sigma(0)| = 4.5e-07 t
  n_d = 0.7637, dN_bath = -0.1231, sum = 0.6406
  delta/pi = 0.6407, |Luttinger integral| = 7.1e-05
  both spins: 2 n_d = 1.5274, 2 delta/pi = 1.2814
  pi*Gamma(0)*A_d(0) = 0.8170, sin^2(delta) = 0.8170, sin^2(pi n_d) = 0.4569
  delta/pi - sin(2 delta)/(2 pi) = 0.7638
  semicircular band filled up to 0.8556 t: 0.7638
  |G(0)| = 1.0000 / t
```
